# Vineyard's Hopping Rate and the Missing Unstable Frequency

## 1. The decision at the saddle

A vibrational calculation for an adatom hop gives \(N\) real frequencies at the starting site and, at the saddle point, \(N-1\) real frequencies and one imaginary one. Before a rate can be quoted, one must decide what to do with the imaginary frequency: discard it, or insert its magnitude somewhere. The answer depends on how the prefactor is written. In the product of frequencies it is left out. In the ratio of force-constant determinants its magnitude must be put in.

"Surface hopping" here means thermally activated jumps between sites on a solid surface, with the nuclei on one potential energy surface. Jumps between electronic states are a different subject.

The result to be derived, known as Vineyard's formula, is for one minimum and one saddle

\[
\Gamma=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu'_j}\;e^{-E/k_BT}. \tag{1}
\]

Here \(E\) is the saddle energy minus the minimum energy, \(\nu_i\) are the frequencies at the minimum, and \(\nu'_j\) are the real frequencies at the saddle. If several saddles lead out of the well, their rates add.

## 2. Coordinates and assumptions

Let \(x_i\) be the moving Cartesian coordinates and \(m_i\) their masses. With \(q_i=\sqrt{m_i}\,x_i\) and \(p_i=\dot q_i\), the energy is

\[
H=\tfrac12\sum_i p_i^2+V(q).
\]

Let \(K_{ij}=\partial^2V/\partial x_i\partial x_j\) and \(D_{ij}=K_{ij}/\sqrt{m_im_j}\). The eigenvalues of \(D\) are \(\omega_i^2>0\) at the minimum; at the saddle they are \(\omega_j'^2>0\) and one negative value, \(-\omega_u^2\). Frequencies are \(\nu=\omega/2\pi\), and \(\nu_u=\omega_u/2\pi\) is the magnitude of the unstable one.

The assumptions are:

- the nuclei are classical;
- the starting well is in thermal equilibrium;
- \(k_BT\ll E\), and quadratic expansions suffice at both stationary points;
- there are no zero modes, because part of the solid is held fixed;
- a trajectory that has crossed the dividing surface does not promptly return.

## 3. The rate as an equilibrium flux

Place a plane \(S\) through the saddle, with unit normal \(n\) pointing towards the product. In a time \(dt\), a system with normal velocity \(p_n>0\) crosses if it lies within \(p_n\,dt\) of the plane. The rate is therefore the forward flux divided by the population of the starting well \(A\):

\[
k=\frac{\int d^Np\int_S d\sigma\;p_n\Theta(p_n)\,e^{-H/k_BT}}
{\int d^Np\int_A d^Nq\;e^{-H/k_BT}}.
\]

The step function \(\Theta\) keeps forward crossings. In the numerator the normal momentum gives

\[
\int_0^\infty p_n e^{-p_n^2/2k_BT}\,dp_n=k_BT,
\]

and each of the other \(N-1\) momenta gives \(\sqrt{2\pi k_BT}\). The denominator has \(N\) such factors. One is left over, so

\[
k=\sqrt{\frac{k_BT}{2\pi}}\;
\frac{\int_S e^{-V/k_BT}d\sigma}{\int_A e^{-V/k_BT}d^Nq}. \tag{2}
\]

No harmonic expansion has been made yet.

## 4. Harmonic partition functions

Measure energy from the minimum. Each normal mode there contributes a momentum integral and a position integral:

\[
\frac1h\sqrt{2\pi k_BT}\;\sqrt{\frac{2\pi k_BT}{\omega_i^2}}
=\frac{2\pi k_BT}{h\omega_i}=\frac{k_BT}{h\nu_i},
\qquad
Z_A=\prod_{i=1}^{N}\frac{k_BT}{h\nu_i}.
\]

The constant \(h\) makes the phase-space integral dimensionless and will cancel.

Now choose \(n\) along the unstable mode. On the plane \(q_u=0\),

\[
V=E+\tfrac12\sum_{j=1}^{N-1}\omega_j'^2q_j^2 .
\]

The \(N-1\) stable modes give \(Z^\ddagger=\prod_j k_BT/(h\nu_j')\). The unstable mode contributes its flux integral \(k_BT\), with one factor \(1/h\). Hence

\[
\Gamma=\frac{k_BT}{h}\frac{Z^\ddagger}{Z_A}e^{-E/k_BT}
=\frac{k_BT}{h}\left(\frac{k_BT}{h}\right)^{N-1}\left(\frac{h}{k_BT}\right)^{N}
\frac{\prod_i\nu_i}{\prod_j\nu_j'}\,e^{-E/k_BT}.
\]

The powers of \(k_BT/h\) add to \(1+(N-1)-N=0\), which leaves equation (1).

This shows why \(\nu_u\) is missing. A position integral over the unstable mode would contain \(e^{+\omega_u^2q_u^2/2k_BT}\) and diverge, but it never occurs: the flux is evaluated at \(q_u=0\). For \(N=1\) the lower product is empty and \(\Gamma=\nu_1e^{-E/k_BT}\). The height of the barrier matters, but not the curvature of its top, since the flux samples the density at a single point.

## 5. Where the unstable frequency returns

The determinant of \(D\) is the product of its eigenvalues:

\[
\det D_{\min}=\prod_i\omega_i^2,\qquad
|\det D_s|=\omega_u^2\prod_j\omega_j'^2 .
\]

Taking the square root of their ratio and multiplying by \(\omega_u\) gives \(\prod_i\omega_i/\prod_j\omega'_j\). Converting to frequencies leaves one factor \(1/2\pi\). Also \(\det D=\det K/\prod_i m_i\) at both points, so the masses cancel from the ratio:

\[
\frac{\prod_i\nu_i}{\prod_j\nu_j'}
=\nu_u\sqrt{\frac{\det K_{\min}}{|\det K_s|}}. \tag{3}
\]

The two sides are the same prefactor. Multiplying the left side by \(\nu_u\), or omitting \(\nu_u\) on the right, gives the wrong dimension.

Equation (3) also isolates the effect of mass. At fixed force constants, the classical harmonic rate depends on the masses through \(\nu_u\) alone. If all masses are doubled, \(D\) is halved and the rate is multiplied by \(1/\sqrt2\).

## 6. Why the plane follows the unstable mode

Consider another plane through the saddle, on which the potential still rises in every direction. Let \(D_\perp\) be \(D_s\) restricted to that plane. In an orthonormal basis whose first vector is \(n\), the cofactor formula for the inverse gives

\[
n^TD_s^{-1}n=\frac{\det D_\perp}{\det D_s}.
\]

Since \(\det D_\perp>0\) and \(\det D_s<0\), this is negative, and we may define \(\omega_n=(-n^TD_s^{-1}n)^{-1/2}\). Then

\[
\det D_\perp=\frac{|\det D_s|}{\omega_n^2}
=\frac{\omega_u^2}{\omega_n^2}\prod_j\omega_j'^2 .
\]

The Gaussian integral over the plane is proportional to \((\det D_\perp)^{-1/2}\), so its flux rate is

\[
k_n=\Gamma\,\frac{\omega_n}{\omega_u}. \tag{4}
\]

Expanding \(n\) in the saddle modes gives

\[
\frac1{\omega_n^2}=\frac{n_u^2}{\omega_u^2}-\sum_j\frac{n_j^2}{\omega_j'^2}\le\frac1{\omega_u^2}.
\]

Thus \(k_n\ge\Gamma\), with equality when \(n\) lies along the unstable mode.

The excess comes from recrossing. In the harmonic saddle region \(\ddot q_u=\omega_u^2q_u\). A trajectory starting at \(q_u=0\) follows \(q_u=(p_u/\omega_u)\sinh\omega_ut\), which never returns to zero. Through a tilted plane, some forward crossings are undone later. Equilibrium flux counts them, although they produce no hop. The fraction to be kept is \(\Gamma/k_n=\omega_u/\omega_n\).

## 7. A tungsten adatom in a surface channel

Take an adatom of mass \(m=184\) u in a close-packed channel of a bcc tungsten surface. Its displacement is \(x\) along the channel and \(y\) across it. One substrate coordinate \(u\), of mass \(M=368\) u, moves along the channel. The model potential is

\[
V=Eg+\tfrac12\left[k_0+(k_s-k_0)g\right]y^2+\tfrac12k_uu^2,
\qquad g=\tfrac12\left[1-\cos\frac{2\pi(x-u)}a\right].
\]

The inputs are \(a=0.274\) nm, \(E=0.80\) eV, \(k_0=900\), \(k_s=600\) and \(k_u=2000\) eV/nm², and \(T=320\) K. The springs are round model values, not computed properties of tungsten. The minimum is at \(x=y=u=0\), the saddle at \(x=a/2\), \(y=u=0\).

**Force constants.** Expanding the cosine gives curvature \(\pm c\) in \(x-u\), with \(c=2\pi^2E/a^2\). In the order \((x,u)\), the blocks at the minimum and saddle are

\[
\begin{pmatrix}c&-c\\-c&c+k_u\end{pmatrix},\qquad
\begin{pmatrix}-c&c\\c&k_u-c\end{pmatrix}.
\]

Their determinants are \(ck_u\) and \(-ck_u\). The \(y\) motion is separate, with springs \(k_0\) and \(k_s\). Therefore

\[
\sqrt{\frac{\det K_{\min}}{|\det K_s|}}=\sqrt{\frac{900}{600}}=1.2247 .
\]

**Frequencies.** Dividing by the masses and diagonalizing gives 1.573, 3.458 and 3.873 THz at the minimum. The stable saddle frequencies are 2.823 and 3.485 THz, and \(\nu_u=1.748\) THz. The two forms of the prefactor agree:

\[
\frac{1.5729\times3.4575\times3.8729}{2.8230\times3.4852}
=2.141\ \text{THz}=1.7479\times1.22474\ \text{THz}.
\]

**Rate.** Here \(k_BT=0.02758\) eV and \(E/k_BT=29.01\), so

\[
\Gamma=2.141\times10^{12}\ \text{s}^{-1}\times2.515\times10^{-13}
=0.54\ \text{s}^{-1}.
\]

This is the rate in one direction. Two equivalent saddles give a total exit rate of 1.08 s⁻¹ and a mean residence time of 0.93 s. With the parameters fixed, \(\Gamma\) is 0.0085 s⁻¹ at 280 K and 13.5 s⁻¹ at 360 K.

**Diffusion.** Assume that the adatom thermalizes in each well before it hops again. The three coordinates alone do not ensure this; section 9 returns to the point. Independent hops of length \(a\) then occur at total rate \(2\Gamma\), with no preferred direction. Cross terms between hops average to zero, so \(\langle X^2\rangle=2\Gamma a^2t\). Comparing with \(2D_{\rm diff}t\) gives

\[
D_{\rm diff}=\Gamma a^2=0.5384\,(2.74\times10^{-8})^2\ \text{cm}^2/\text{s}
=4.0\times10^{-16}\ \text{cm}^2/\text{s}.
\]

**Mass.** Doubling the adatom mass alone multiplies the rate by 0.7105. With a frozen substrate, \(\omega_u=\sqrt{c/m}\) and the factor would be 0.7071. The difference arises because the substrate takes part in the unstable mode and its mass was not changed.

## 8. Testing the expansion and the plane

Equation (2) was integrated numerically with the full potential and the plane normal to the unstable mode. Its ratio to equation (1) is 0.9878 at 320 K, 0.9940 at 160 K and 0.9970 at 80 K. The harmonic rate is thus about 1.2% too high at 320 K relative to the full classical flux.

The deviation nearly halves whenever \(T\) is halved. To see why, set \(q=\sqrt{k_BT}\,s\) about either stationary point. Cubic terms in \(V/k_BT\) then scale as \(\sqrt{k_BT}\), but their first-order average vanishes because they are odd in \(s\). The first surviving corrections, from quartic terms and squared cubic terms, scale as \(k_BT\). The present potential is even under inversion about both stationary points, so its cubic terms are zero and the leading correction comes from the quartic terms alone. Linear extrapolation from the two lower temperatures gives \(2(0.997015)-0.993990=1.00004\), close to the value 1 that equation (1) requires.

Now compare the plane \(x-u=a/2\), which looks natural because it marks the top of the periodic potential. Motion within it at fixed \(x-u\) carries both masses, so its frequency squared is \(k_u/(m+M)\). The \(y\) factor is common to both planes and cancels. Equation (4) then requires

\[
\omega_n^2=\frac{ck_u/(mM)}{k_u/(m+M)}=c\left(\frac1m+\frac1M\right).
\]

This gives \(\omega_n/\omega_u=1.171\): the plane overcounts by 17%. Numerical integration, extrapolated to zero temperature, gives the same ratio.

Trajectories in the full potential test the recrossing explanation. From each plane, 60,000 were started with thermal weights at 320 K and followed for 0.4 ps. The flux-weighted transmission was 1.000 for the unstable-mode plane and 0.856 for the relative-coordinate plane. The harmonic prediction for the latter is \(1/1.171=0.854\). These runs end before the adatom normally reaches the next barrier top, so they test recrossing near the saddle, not thermalization in the new well.

## 9. Effects outside the model

**Quantum motion.** For one oscillator with \(z=\hbar\omega/k_BT\), summing the levels gives a quantum-to-classical partition-function ratio \((z/2)/\sinh(z/2)\approx1-z^2/24\). These factors enter the rate inversely for the well and directly for the saddle. For the unstable mode, take as input the parabolic-barrier transmission probability \([1+e^{-2\pi\epsilon/\hbar\omega_u}]^{-1}\), where \(\epsilon\) is energy relative to the top. Its thermal average is \((z_u/2)/\sin(z_u/2)\), with \(z_u=\hbar\omega_u/k_BT\).

At 320 K the combined correction is 1.012, of which tunnelling supplies a factor 1.003. The parabolic estimate diverges at \(z_u=2\pi\), or \(T=\hbar\omega_u/(2\pi k_B)=13\) K. It cannot be used near that temperature.

**Friction from omitted lattice modes.** Couple a coordinate \(q\), whose own curvature at the saddle is \(-\omega_u^2\), to oscillators \(X_j\) through \(\tfrac12\sum_j(\omega_jX_j-c_jq/\omega_j)^2\). Completing the square leaves the determinant ratio unchanged, so by equation (3) the bath acts through the unstable frequency. For growth as \(e^{\lambda t}\), eliminating \(X_j=c_jq/(\lambda^2+\omega_j^2)\) gives the bath force

\[
-\sum_j\frac{c_j^2}{\omega_j^2}\frac{\lambda^2}{\lambda^2+\omega_j^2}\,q .
\]

For a dense bath with \(c_j^2/\omega_j^2=(2\gamma/\pi)\Delta\omega\), the sum becomes an integral and the force is \(-\gamma\lambda q\). Hence

\[
\lambda^2+\gamma\lambda-\omega_u^2=0,\qquad
\frac{\lambda}{\omega_u}=\sqrt{1+\frac{\gamma^2}{4\omega_u^2}}-\frac{\gamma}{2\omega_u}.
\]

For an assumed \(\gamma=1\) ps⁻¹ this is 0.956. Vineyard's formula applied to an explicit bath of 800 oscillators also gives 0.956. Friction of this kind is therefore contained in equation (1) when the bath modes are included in both products.

**Equilibrium in the well.** Too little friction causes a different failure: before it thermalizes, the adatom may fly over several sites, or turn round and go back over the saddle it came through. The first changes the hop length; the second lowers the rate and breaks the last assumption of section 2. The three-coordinate model without an added bath has both failures: its total energy stays above the barrier, and energy passed to the substrate or transverse coordinate can flow back. The rate and diffusion coefficient of section 7 therefore presuppose friction from the rest of the lattice. Along \(y=u=0\), at the barrier energy, \(E-V=E\cos^2(\pi x/a)\). To first order in \(\gamma\), the loss between neighbouring tops is

\[
\gamma\int_{-a/2}^{a/2}\sqrt{2m(E-V)}\,dx
=\frac{2a}{\pi}\gamma\sqrt{2mE}=0.30\ \text{eV}.
\]

This is 11 times \(k_BT\), which supports the assumption of equilibrium and single hops for this \(\gamma\). The support would be lost if \(\gamma\) were about ten times smaller.

**Comparison with real tungsten.** The spacing and barrier are model inputs, not values computed or measured here for a particular tungsten surface. A real surface has many coupled substrate modes and motion normal to the surface, which this three-coordinate model omits. The friction \(\gamma=1\) ps⁻¹ is also assumed. Double and rebound jumps have been reported for adatoms in tungsten surface channels near such temperatures, so single hops and \(D_{\rm diff}=\Gamma a^2\) must be checked separately for a real surface. If the frequency of a separate height mode were 20% lower at the saddle than at the minimum, the rate would rise by a factor \(1/0.8=1.25\). A barrier error of 0.05 eV changes the rate by a factor 6.1 at 320 K, the largest of the effects estimated in this section. The calculated 0.54 s⁻¹ is therefore the harmonic rate for the chosen inputs. It becomes an estimate for a real surface only when the barrier and force constants have been computed or measured for that surface.

**Soft modes.** For an adsorbed molecular fragment, a nearly free rotation can invalidate equation (1) even when the barrier is high. The harmonic position integral grows as \(1/\omega\), whereas the angle has a finite range. That mode should be integrated over its actual potential in equation (2). The unstable coordinate still enters through its flux.

The full set of values is in the numerical output below.

## Calculated quantities

```
site spacing: 0.274 nm
barrier: 0.80 eV
adatom mass: 184 u
substrate effective mass: 368 u
transverse spring, minimum: 900 eV/nm^2
transverse spring, saddle: 600 eV/nm^2
substrate spring: 2000 eV/nm^2
temperature: 320 K
thermal energy kT: 0.02758 eV
barrier/kT: 29.011
minimum frequency 1: 1.5729 THz
minimum frequency 2: 3.4575 THz
minimum frequency 3: 3.8729 THz
stable saddle frequency 1: 2.8230 THz
stable saddle frequency 2: 3.4852 THz
unstable frequency magnitude: 1.7479 THz
square root of determinant ratio: 1.22474
Vineyard prefactor: 2.1407 THz
Boltzmann factor: 2.5151e-13
one-way hop rate: 0.5384 1/s
total exit rate, two directions: 1.0768 1/s
mean residence time: 0.9287 s
diffusion coefficient: 4.0421e-16 cm^2/s
one-way hop rate at 280 K: 8.5347e-03 1/s
one-way hop rate at 360 K: 1.3522e+01 1/s
rate ratio on doubling adatom mass: 0.71050
full flux/Vineyard at 320 K: 0.987807
full flux/Vineyard at 160 K: 0.993990
full flux/Vineyard at 80 K: 0.997015
full flux/Vineyard, extrapolated to 0 K: 1.000041
relative-plane/mode-plane flux, formula: 1.17122
same flux ratio, integrated limit: 1.17122
trajectory transmission, mode plane: 1.000
trajectory transmission, relative plane: 0.856
harmonic transmission, relative plane: 0.854
quantum/classical rate ratio: 1.01163
tunnelling part of that ratio: 1.00287
tunnelling crossover temperature: 13.35 K
assumed friction rate: 1.00 1/ps
friction transmission, formula: 0.9555
friction transmission, explicit bath: 0.9558
energy loss between barrier tops: 0.3047 eV
energy loss/kT: 11.05
assumed barrier error: 0.05 eV
rate factor for that error: 6.130
assumed height-mode softening: 20 percent
rate factor for that softening: 1.250
```
